# Parabolic temperature profile and mean rise of a self-heated suspended wire

A thin metal film has been patterned into a narrow wire, and the material under it has been etched away. The wire hangs in vacuum between two large pads. A current heats it, and the voltage between its ends gives its resistance. The resistance goes up with the power, so the wire is both heater and thermometer. How does one get from that single number, the resistance change, to the thermal conductivity?

The wire has length $L$, cross-section $A$ and conductivity $k$. The total electrical power released between the anchors is $P$. Until stated otherwise:

- the temperature is steady and varies only along the wire, at position $x$ from $0$ to $L$;
- Fourier's law holds with constant $k$;
- no heat leaves through the sides;
- the ends stay at the fixed temperature $T_0$.

The rise above $T_0$ is $\theta(x)$, and a bar denotes the average over the length.

## 1. All the heat at the centre

Suppose first that the whole power enters at the midpoint. By symmetry $P/2$ flows to each end, through a length $L/2$ whose thermal resistance is $L/(2kA)$. No heat is added on the way, so the temperature falls linearly. The midpoint rise is

$$\theta_{\max}=\frac P2\,\frac{L}{2kA}=\frac{PL}{4kA}.$$

The profile is a triangle, whose average is half its height:

$$\bar\theta_{\text{centre}}=\frac{PL}{8kA}.$$

Joule heat is spread along the wire. Heat released near an end has a short way out and warms the wire little, so the mean should come out below this value.

## 2. Uniform heating

Let $J(x)=-kA\,\theta'(x)$ be the heat current towards increasing $x$. A slice of length $dx$ receives the power $(P/L)\,dx$. In steady state this equals the excess of outflow over inflow, $J(x+dx)-J(x)$, so $J'=P/L$, or

$$kA\,\theta''=-\frac PL .$$

Two integrations give

$$\theta(x)=-\frac{P}{2kAL}x^2+c_1x+c_0 .$$

The condition $\theta(0)=0$ gives $c_0=0$. The condition $\theta(L)=0$ gives $c_1=P/(2kA)$. Hence

$$\theta_0(x)=\frac{P}{2kAL}\,x(L-x).$$

The subscript marks this ideal profile. Its peak, at $x=L/2$, is

$$\theta_0(L/2)=\frac{P}{2kAL}\,\frac{L^2}{4}=\frac{PL}{8kA}.$$

For the mean,

$$\frac1L\int_0^L x(L-x)\,dx=\frac1L\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{L^2}{6},$$

and therefore

$$\boxed{\;\bar\theta_0=\frac{P}{2kAL}\,\frac{L^2}{6}=\frac{PL}{12kA}\;}$$

The mean is two thirds of the peak and, as expected, lies below the value for central heating. The current $J=-kA\theta_0'=P(2x-L)/(2L)$ equals $-P/2$ at $x=0$ and $+P/2$ at $x=L$: half the power leaves through each end.

**Unequal ends.** Let the ends be held at $T_1$ and $T_2$. The equation is linear, so the temperature is the straight line from $T_1$ to $T_2$, which needs no source, plus $\theta_0(x)$. The result stands if "rise" means the excess over the profile at zero power.

**Numbers.** Take a platinum film wire with $L=10$ µm, width $w=300$ nm, thickness 40 nm and $k=30$ W/(m K). Then $A=1.2\times10^{-14}$ m² and $kA/L=36.0$ nW/K. For $P=2.00$ µW,

$$\bar\theta_0=\frac{2000\ \text{nW}}{12\times36.0\ \text{nW/K}}=4.63\ \text{K},\qquad \theta_0(L/2)=6.94\ \text{K}.$$

A chain of 400 equal thermal resistors, with the power fed in evenly at its nodes, also gives a mean of 4.63 K. With its ends at 300 K and 320 K, the excess over the zero-power profile has the same mean.

## 3. What the resistance measures

Let the resistivity be $\rho_0(1+\alpha\theta)$, with $\alpha$ referred to $T_0$. The slices are in series, so their resistances add:

$$R=\int_0^L\frac{\rho_0(1+\alpha\theta)}{A}\,dx=R_0(1+\alpha\bar\theta),\qquad R_0=\frac{\rho_0L}{A}.$$

The change $\Delta R=R_0\alpha\bar\theta$ thus gives the mean rise, not the peak, because the resistivity is linear in temperature. Inserting $\bar\theta_0$ and solving for $k$,

$$k=\frac{P\,L\,R_0\,\alpha}{12\,A\,\Delta R}.$$

With $\rho_0=25$ µΩ cm and $\alpha=0.002$ /K, the cold resistance is 208.3 Ω and

$$\Delta R=208.3\ \Omega\times0.002\ \text{K}^{-1}\times4.63\ \text{K}=1.93\ \Omega .$$

The current is $\sqrt{P/(R_0+\Delta R)}=97.5$ µA.

The formula contains $A$, and a thickness in error by 2 nm out of 40 nm shifts $k$ by 5 %. The product of $k$ and $\rho_0=R_0A/L$ is free of this error:

$$k\rho_0=\frac{PLR_0\alpha}{12A\,\Delta R}\,\frac{R_0A}{L}=\frac{P R_0^2\alpha}{12\,\Delta R}.$$

## 4. Heat released anywhere

There is a tension in section 3: the resistivity was allowed to vary along the wire, while section 2 took the heating as uniform. To see how much this matters, let the source be any power per length $q(x)$, with $kA\theta''=-q$ and $\theta=0$ at both ends. Multiply by $x(L-x)$ and integrate. On the left, two integrations by parts give

$$\int_0^L x(L-x)\theta''dx=\big[x(L-x)\theta'\big]_0^L-\int_0^L(L-2x)\theta'dx .$$

The bracket vanishes because $x(L-x)$ is zero at both ends. Next,

$$-\int_0^L(L-2x)\theta'dx=-\big[(L-2x)\theta\big]_0^L-2\int_0^L\theta\,dx=-2L\bar\theta ,$$

where the bracket vanishes because $\theta$ is zero at both ends. So $-2kAL\bar\theta=-\int q\,x(L-x)\,dx$, or

$$\bar\theta=\int_0^L q(x)\,\frac{x(L-x)}{2kAL}\,dx=\frac1P\int_0^L q(x)\,\theta_0(x)\,dx .$$

Each bit of heat counts with a weight that has the shape of the parabola itself.

**Limits.** For $q=P/L$ the integral returns $\bar\theta_0$. For a point source $P$ at $x_0$ it gives $\bar\theta=\theta_0(x_0)$: the mean rise due to heat at one point equals the rise at that point due to uniform heat. At the centre this is $PL/(8kA)$, the result of section 1, and it explains why the numerical output shows 6.944 K twice. As $x_0$ approaches an end, the mean goes to zero. A source that is tilted linearly about the centre, with the total $P$ unchanged, leaves the mean unchanged, since the added part is odd about the centre and the weight is even.

## 5. Small departures from the ideal wire

Three departures can now be treated to first order, all at fixed $P$. Each needs the mean square of the parabola. From

$$\frac1L\int_0^Lx^2(L-x)^2dx=L^4\left(\frac13-\frac12+\frac15\right)=\frac{L^4}{30}$$

and the squared mean $(L^2/6)^2=L^4/36$ follows

$$\overline{\theta_0^2}=\frac{36}{30}\,\bar\theta_0^2=\frac65\,\bar\theta_0^2 .$$

**Resistivity rising with temperature.** The same current passes every slice, so the heating follows the local resistance. Normalized to the total $P$, it is

$$q=\frac PL\,\frac{1+\alpha\theta}{1+\alpha\bar\theta}.$$

The weight formula gives $\bar\theta=(\bar\theta_0+\alpha\overline{\theta\theta_0})/(1+\alpha\bar\theta)$. In the small terms $\theta$ may be replaced by $\theta_0$:

$$\bar\theta\approx\bar\theta_0\left(1+\tfrac65\alpha\bar\theta_0\right)\left(1-\alpha\bar\theta_0\right)\approx\bar\theta_0\left(1+\tfrac15\alpha\bar\theta_0\right).$$

The hot middle takes a larger share of the heat, where the weight is large. Here $\alpha\bar\theta_0=0.0093$, and the mean rises by 0.185 %.

**Loss through the sides.** Let the surface lose $h\theta$ per area to surroundings at $T_0$, and let $s$ be the perimeter. Then $q=P/L-hs\theta$, and

$$\bar\theta\approx\bar\theta_0-\frac{hs}{P}\int_0^L\theta_0^2\,dx=\bar\theta_0-\frac{hsL}{P}\,\frac65\,\bar\theta_0^2 .$$

Dividing by $\bar\theta_0$ and inserting $\bar\theta_0/P=L/(12kA)$, the relative change is

$$-\frac65\,hsL\,\frac{L}{12kA}=-\frac{hsL^2}{10kA}.$$

For radiation with emissivity 1, expanding $\sigma[(T_0+\theta)^4-T_0^4]$ to first order gives $h=4\sigma T_0^3=6.12$ W/(m² K) at 300 K, where $\sigma$ is the Stefan–Boltzmann constant. With $s=680$ nm the change is $-0.012$ %. This is an estimate, not a bound, because the wire is thinner than the thermal wavelengths and may exchange additional near-field radiation with the substrate. An $h$ ten times larger would still give only about $-0.12$ %.

**Conductivity varying with temperature.** Replace $k$ by $k(1+b\theta)$. Since

$$(1+b\theta)\,\theta'=\frac{d}{dx}\left(\theta+\tfrac12b\theta^2\right),$$

the quantity $\theta+\tfrac12b\theta^2$ obeys the equation of section 2 and vanishes at the ends. It is therefore equal to $\theta_0$, so $\theta\approx\theta_0-\tfrac12b\theta_0^2$ and

$$\bar\theta\approx\bar\theta_0\left(1-\tfrac35b\bar\theta_0\right).$$

For $b$ I use the Wiedemann–Franz law, which makes $k$ proportional to $T/\rho(T)$. Its logarithmic slope at $T_0$ is $b=1/T_0-\alpha=0.00133$ /K, and the mean changes by $-0.370$ %.

## 6. Ends that are not quite fixed

A real pad warms up where the wire joins it. Give each end a thermal resistance $R_e$ to the reservoir at $T_0$. By symmetry $P/2$ passes through each, so both ends rise by $PR_e/2$. With constant $k$ and uniform heating this lifts the whole profile by the same amount:

$$\bar\theta=\frac{PL}{12kA}+\frac{PR_e}{2},\qquad \frac{\bar\theta-\bar\theta_0}{\bar\theta_0}=\frac{6R_e}{L/(kA)} .$$

The factor 6 deserves attention. An end resistance of 1 % of the wire's own $L/(kA)$ shifts the mean by 6 %, because the parabola's mean contains only a twelfth of $L/(kA)$.

**Size of $R_e$.** Let the pad be a film of conductivity $k_p$ and thickness $t_p$, lying on an oxide of thickness $d$ and conductivity $k_{ox}$ above a cold substrate. The film's sheet conductance is $S=k_pt_p$. Heat spreads from the wire end into a half-disc and leaks down through the oxide. At distance $r$ from the wire end,

$$\frac Sr\,\frac{d}{dr}\left(r\,\frac{d\theta}{dr}\right)=\frac{k_{ox}}{d}\,\theta .$$

Comparing the two sides gives the distance over which the rise dies away, $\lambda=\sqrt{Sd/k_{ox}}$. For an estimate, let the heat $Q$ flow without loss from $r=w/2$ to $r=\lambda$, and set the rise to zero there. Through a half-circle of length $\pi r$, $Q=-S\pi r\,d\theta/dr$. Integrating $d\theta=-Q\,dr/(\pi Sr)$,

$$R_e\approx\frac{1}{\pi S}\ln\frac{2\lambda}{w}.$$

For 300 nm of oxide with $k_{ox}=1.4$ W/(m K), two pads are compared with the wire unchanged.

- *Pad covered with 200 nm of gold*, $k_p=200$ W/(m K), platinum underneath neglected: $\lambda=2.93$ µm. The logarithm gives 0.0236 K/µW; the numerical solution of the sheet equation gives 0.0247 K/µW. The mean rises by $6\times0.0247\times0.0360=0.53$ %.
- *Bare platinum pad*, 40 nm thick: $\lambda=0.51$ µm, not much larger than the wire width, so the logarithm is rougher: 0.32 against 0.400 K/µW. The mean rises by 8.6 %.

These values belong to the half-disc model, which leaves out the spreading resistance inside $r=w/2$. A real wire joins the pad along a straight line of width $w$. For such a contact the sheet equation gives about 0.03 K/µW with gold and 0.55 to 0.58 K/µW with bare platinum, so the mean rises by about 0.7 % and 12 %. For the gold-covered pad the sheet picture misses a larger part. It lets the heat enter the whole gold thickness at once, whereas the heat must first pass from the thin platinum up into the gold. This acts like an extra piece of wire about 0.44 of the film thickness long, 18 nm or 0.049 K/µW, and spreading into the thickness of the gold adds a little more. A three-dimensional solution with ideal interfaces and the gold edge exactly at the anchor gives about 0.09 K/µW, so the mean rises by about 2 %; for the bare pad it gives about 0.54 K/µW. The half-disc values are kept below as a worked example only; they understate the effect, by a factor of three to four for gold, and should not be used as a correction.

**Limit of a long wire.** Writing the result as

$$\frac{12\,\bar\theta}{P}=\frac{L}{kA}+6R_e$$

shows how to separate the two parts. For wires of several lengths, with the same cross-section, material and pads, the left side plotted against $L$ is a straight line with slope $1/(kA)$ and intercept $6R_e$, as long as side loss and the temperature slopes of section 5 are negligible. The power should be lowered as $1/L$, so that all wires have about the same small mean rise. At equal power the longer wires get hotter and the line bends, which can badly falsify an intercept as small as that of gold-covered pads. Lowering the power does not reduce the relative side loss, so very long wires should be left out of such a fit: with lengths of 5, 10, 20 and 40 µm, radiation at emissivity 1 alone raises the intercept of an unweighted fit by about 0.055 K/µW. That is more than a third of $6R_e$ for the half-disc value of the gold-covered pad, and about a tenth for $R_e=0.09$ K/µW. Length alone is a limited cure. The end error falls as $1/L$, but the side loss grows as $L^2$. With bare pads the end error of the half-disc model drops to 1 % at $L\approx86$ µm, where the radiation estimate has grown to $0.0116\,\%\times8.64^2\approx0.9$ %, with the opposite sign.

## 7. How good must the vacuum be, and how long must one wait?

**Gas.** Let the pressure $p_g$ be so low that the mean free path is much longer than the wire is wide. A molecule reaching the wire then comes either from a collision with gas many wire widths away or from a nearby surface such as the substrate. Both are taken to be at $T_0$. The rate of impacts per area is $n\bar v/4$, with density $n=p_g/(k_BT_0)$ and mean speed $\bar v$. Assume that every molecule leaves with the wire's temperature. Fast molecules cross a surface more often, so the speed distribution of those leaving is weighted as $v^3e^{-mv^2/2k_BT}$. With $c^2=mv^2/(2k_BT)$ their mean kinetic energy is

$$k_BT\,\frac{\int_0^\infty c^5e^{-c^2}dc}{\int_0^\infty c^3e^{-c^2}dc}=k_BT\,\frac{1}{1/2}=2k_BT .$$

Nitrogen carries a further $k_BT$ in rotation. Each impact thus removes $3k_B\theta$, and

$$h=\frac{p_g}{k_BT_0}\,\frac{\bar v}{4}\,3k_B=\frac{3p_g\bar v}{4T_0}.$$

A 1 % reduction of the mean requires $h=0.1\,kA/(sL^2)=529$ W/(m² K). With $\bar v=476$ m/s this is reached at 3.3 Torr. The mean free path there is roughly 15 µm, far larger than the wire's width, as the argument needs. A hundredth of that pressure leaves an error of 0.01 %.

**Settling.** With heat capacity $C$ per volume, a disturbance obeys $C\,\partial\theta/\partial t=k\,\partial^2\theta/\partial x^2$. The slowest mode that vanishes at both ends is $\sin(\pi x/L)\,e^{-t/\tau}$. Inserting it gives $C/\tau=k\pi^2/L^2$, so

$$\tau=\frac{L^2C}{\pi^2k}=0.95\ \text{µs}$$

for $C=2.8$ MJ/(m³ K). The steady formula applies when the power changes slowly on this scale.

## 8. A simulated measurement

The nonlinear heat equation can be solved numerically with both temperature slopes, radiation and end resistance present together. Its mean rise then plays the part of the measured one, and the formula of section 3 is applied as if the wire were ideal. The true $k$ is 30 W/(m K).

With gold-covered pads, the first-order changes add up to $0.185-0.370-0.012+0.534=+0.337$ %; the full solution gives $+0.333$ %. The formula returns 29.9 W/(m K). This small error is partly a cancellation: the negative conductivity term offsets much of the end term. It also rests on the half-disc value of $R_e$; with $R_e\approx0.09$ K/µW the mean rises by about 1.8 % and the formula returns about 29.5 W/(m K).

With bare pads the sum is $+8.45$ % and the full solution $+8.39$ %. Most of the gap is a cross effect. The ends are warmer by $PR_e/2=0.40$ K, which raises the conductivity by $b\times0.40\ \text{K}=0.05$ % along the whole wire. The formula now returns 27.7 W/(m K), about 8 % too low: the resistance of the pads has been booked as resistance of the wire.

**Beside a real device.** The dimensions and material values are rough typical ones for a platinum film, whose $\alpha$ and $k$ lie well below those of the bulk metal. The resistivity and the conductivity are mutually compatible: for 25 µΩ cm at 300 K the Wiedemann–Franz law gives 29.3 W/(m K), close to the 30 chosen. The current density, 0.81 MA/cm², is high enough that one should check that the cold resistance returns after heating. Of the effects sized here, the imperfectly fixed end temperature can matter most, moving the result by about 2 % with gold-covered pads, once the passage of heat from platinum into gold is counted, and by roughly 10 % with bare ones. Heating inside the pads, heat spreading in the silicon below the oxide and any undercut of the pads by the etch are left out; each would warm the ends further and lower the apparent $k$. Sideways heat flow within the oxide is left out too. It acts the other way, lowering the end resistance of the bare pad by about 6 % and that of the gold-covered pad by less than 1 %.

## Table of computed values

```
length                        10.0 um
width                         300 nm
thickness                     40 nm
thermal conductivity          30.0 W/(m K)
resistivity                   25.0 uOhm cm
Wiedemann-Franz conductivity  29.3 W/(m K)
alpha                         0.0020 1/K
base temperature              300 K
power                         2.00 uW
cross-section                 12000 nm2
conductance k A/L             36.0 nW/K
cold resistance               208.3 Ohm
mean rise P L/(12 k A)        4.630 K
mean rise, resistor ladder    4.630 K
peak rise                     6.944 K
mean rise, central point heat 6.944 K
mean square / squared mean    1.2000
resistance change             1.929 Ohm
current                       97.5 uA
current density               0.81 MA/cm2
settling time                 0.95 us
oxide thickness               300 nm
oxide conductivity            1.4 W/(m K)
gold thickness                200 nm
gold conductivity             200 W/(m K)
heat capacity per volume      2.8 MJ/(m3 K)
healing length, gold pad      2.93 um
healing length, bare pad      0.51 um
end resistance, gold pad      0.0247 K/uW
  logarithmic estimate        0.0236 K/uW
end resistance, bare pad      0.400 K/uW
  logarithmic estimate        0.323 K/uW
slope of conductivity b       0.00133 1/K
radiation coefficient         6.12 W/(m2 K)
relative changes of the mean rise:
  resistivity slope           +0.185 %
  conductivity slope          -0.370 %
  radiation, emissivity 1     -0.0116 %
  ends, gold pad              +0.534 %
  ends, bare pad              +8.64 %
  sum, gold pad               +0.337 %
  full solution, gold pad     +0.333 %
  sum, bare pad               +8.45 %
  full solution, bare pad     +8.39 %
gas coefficient for 1 % loss  529 W/(m2 K)
mean speed of nitrogen        476 m/s
nitrogen pressure for 1 %     3.33 Torr
apparent k, gold pad          29.90 W/(m K)
apparent k, bare pad          27.68 W/(m K)
```
